# Is MC-PDFT a correlation correction added to the CASSCF energy?

**Q:** I think of multiconfiguration pair-density functional theory as a two-step sum. CASSCF gives an energy containing static correlation, and the functional then adds the missing dynamic correlation. What could be wrong with that?

**A:** Let us see which parts of the CASSCF energy survive. Take a normalized $N$-electron state $\Psi$ with density $\rho$, and count each pair of electrons once in the spin-summed pair density

$$P(\mathbf r,\mathbf r')=\frac{N(N-1)}{2}\int|\Psi(\mathbf r,\mathbf r',\ldots)|^2 ,$$

where the integral covers all spins and the other positions. In Gaussian units the electron repulsion is

$$\langle V_{ee}\rangle=e^2\iint\frac{P(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .$$

Separate the classical repulsion of the charge cloud from the rest:

$$J=\frac{e^2}{2}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad W=\langle V_{ee}\rangle-J .$$

With kinetic energy $T$, external potential $v$ and nuclear repulsion $V_{nn}$,

$$E_{\rm CAS}=V_{nn}+T+\int v\rho\,d\mathbf r+J+W .$$

MC-PDFT evaluates instead

$$E_{\rm PDFT}=V_{nn}+T+\int v\rho\,d\mathbf r+J+E_{\rm ot}[\rho,\Pi],\qquad \Pi(\mathbf r)=P(\mathbf r,\mathbf r).$$

The on-top density $\Pi$ describes pairs found at the same point. The term $W$ has gone. It held exchange, the removal of self-repulsion from $J$, and whatever correlation of the repulsion the active space described. The functional $E_{\rm ot}$ must supply all of that, as well as the correlation the active space missed.

**Q:** But I can subtract your two equations and write $E_{\rm PDFT}=E_{\rm CAS}+(E_{\rm ot}-W)$. That is a correction to CASSCF.

**A:** The identity is correct, but the bracket would equal the energy missed by CASSCF only if $E_{\rm PDFT}$ were the exact energy. With an approximate functional it is not just a correlation energy. It removes one description of exchange and inserts another. One electron shows this plainly: there are no pairs, so $\langle V_{ee}\rangle=0$ and $W=-J$. There is no correlation, yet $E_{\rm ot}$ has to cancel $J$, which an approximate functional need not do accurately.

CASSCF still matters, because its full energy, $W$ included, usually selects $\Psi$. My statement concerns the energy evaluated afterwards. It also excludes hybrid versions that mix in a fraction of $E_{\rm CAS}$.

**Q:** Perhaps $T$, $\rho$ and $\Pi$ determine $W$ anyway, so that nothing is lost.

**A:** Not for a general wave function. Among exact nondegenerate ground states the density alone would fix $W$, but MC-PDFT is fed approximate and excited states, for which no such guarantee holds. Put two electrons of the same spin on a thin ring of radius $a$, in angular-momentum states $k_1$ and $k_2$:

$$\Psi=\frac{e^{i(k_1\phi_1+k_2\phi_2)}-e^{i(k_2\phi_1+k_1\phi_2)}}{2\pi\sqrt2}.$$

With $\delta=\phi_1-\phi_2$ and $n=|k_1-k_2|$, the squared modulus of the numerator is $2-2\cos n\delta$, so

$$|\Psi|^2=\frac{1-\cos n\delta}{4\pi^2}.$$

Compare the pairs $\{1,2\}$ and $\{1,-2\}$. Both have $T=\hbar^2(1^2+2^2)/(2ma^2)=5\hbar^2/(2ma^2)$. Both have density $2\int|\Psi|^2d\phi_2=1/\pi$ per radian, since the cosine integrates to zero. Both have $\Pi=0$, since $|\Psi|^2$ vanishes at $\delta=0$. But $n=1$ in the first state and $n=3$ in the second.

The distance between the electrons is $2a|\sin(\delta/2)|$. One angular integral gives $2\pi$. Using $1-\cos n\delta=2\sin^2(n\delta/2)$ and $x=\delta/2$,

$$V_n=\frac{1}{2\pi}\int_0^{2\pi}\frac{e^2(1-\cos n\delta)}{2a\sin(\delta/2)}\,d\delta
=\frac{e^2}{\pi a}\int_0^\pi\frac{\sin^2nx}{\sin x}\,dx .$$

Now $2\sin x\,\sin(2j-1)x=\cos(2j-2)x-\cos2jx$. Summed over $j=1,\ldots,n$, the right side telescopes to $1-\cos2nx=2\sin^2nx$. Hence

$$\frac{\sin^2nx}{\sin x}=\sum_{j=1}^n\sin(2j-1)x,\qquad
V_n=\frac{2e^2}{\pi a}\sum_{j=1}^n\frac1{2j-1},$$

because each sine integrates to $2/(2j-1)$. Thus

$$V_3-V_1=\frac{2e^2}{\pi a}\left(\frac13+\frac15\right)=\frac{16e^2}{15\pi a}\approx0.34\,\frac{e^2}{a}.$$

Any energy built from $T$, $\rho$ and $\Pi$ assigns both states one value. On an infinitely thin ring $J$ itself diverges, so give both states the same small transverse profile. Then $J$ is finite and common to both, $\Pi$ stays zero, and the difference in repulsion tends to the value above as the thickness shrinks.

**Q:** Then how does $E_{\rm ot}$ use $\Pi$?

**A:** In a translated functional, $\Pi$ is turned into an effective spin polarization for an ordinary exchange-correlation functional $E_{xc}$. Define

$$R=\frac{4\Pi}{\rho^2},\qquad
\zeta=\begin{cases}\sqrt{1-R},&R\le1\\0,&R>1\end{cases},\qquad
\rho_\pm=\frac{\rho}{2}(1\pm\zeta),$$

and set $E_{\rm ot}=E_{xc}[\rho_+,\rho_-]$. For a gradient functional, this translation takes $\nabla\rho_\pm=\tfrac12(1\pm\zeta)\nabla\rho$. The gradient comes from $\rho$, so it is no new ingredient.

The reason for this choice appears for a determinant whose orbitals each have spin $\alpha$ or $\beta$. With $\gamma_\sigma$ the one-body density matrix of spin $\sigma$,

$$P(\mathbf r,\mathbf r')=\frac12\left[\rho(\mathbf r)\rho(\mathbf r')-\sum_\sigma|\gamma_\sigma(\mathbf r,\mathbf r')|^2\right].$$

At $\mathbf r'=\mathbf r$, $\gamma_\sigma=\rho_\sigma$, and therefore

$$\Pi=\tfrac12\left[(\rho_\alpha+\rho_\beta)^2-\rho_\alpha^2-\rho_\beta^2\right]=\rho_\alpha\rho_\beta .$$

It follows that $1-R=(\rho_\alpha-\rho_\beta)^2/\rho^2$, so $\zeta$ is the magnitude of the true local spin polarization.

**Q:** What happens for a closed-shell determinant?

**A:** Then $\rho_\alpha=\rho_\beta=\rho/2$, which gives $\Pi=\rho^2/4$, $R=1$ and $\zeta=0$. The energy becomes

$$E_{\rm PDFT}=V_{nn}+T+\int v\rho\,d\mathbf r+J+E_{xc}[\rho/2,\rho/2].$$

This is the Kohn-Sham energy functional evaluated at that determinant. If you had added $E_{xc}$, or its correlation part, to the Hartree-Fock energy, you would not have obtained this form.

**Q:** So with Hartree-Fock orbitals I get the Kohn-Sham energy?

**A:** You get the Kohn-Sham functional at Hartree-Fock orbitals, which is in general not the self-consistent energy. To see what self-consistency requires, mix an occupied real orbital $\varphi_i$ with a virtual one:

$$\varphi_i(\theta)=\cos\theta\,\varphi_i+\sin\theta\,\varphi_a .$$

The determinant stays closed-shell, so $R=1$ all along the path. To first order, the doubly occupied orbital changes the spin-summed density matrix by $2\theta[\varphi_a(\mathbf r)\varphi_i(\mathbf r')+\varphi_i(\mathbf r)\varphi_a(\mathbf r')]$. The first-order energy change is the trace of this with the Kohn-Sham operator $F=-\hbar^2\nabla^2/2m+v+v_J+v_{xc}$, where $v_J$ and $v_{xc}$ are the derivatives of $J$ and $E_{xc}$ with respect to $\rho$. The two terms are equal for real orbitals, so

$$\left.\frac{dE_{\rm PDFT}}{d\theta}\right|_{\theta=0}=4F_{ia}.$$

Stationarity demands $F_{ia}=0$ for every such pair. Then $F$ maps the occupied space into itself, and diagonalizing it there gives $F\varphi_i=\varepsilon_i\varphi_i$, the Kohn-Sham equations. Hartree-Fock orbitals make a different operator block-diagonal.

**Q:** Does the reduction also hold for an open-shell determinant?

**A:** In the local spin-density approximation, yes: $\rho_+$ and $\rho_-$ are the true spin densities up to exchanging the labels, and $E_{xc}$ does not care about the labels. For a gradient functional, in general no. Differentiating $\rho_\pm=\rho(1\pm\zeta)/2$ properly gives

$$\nabla\rho_\pm=\tfrac12(1\pm\zeta)\nabla\rho\pm\tfrac12\rho\nabla\zeta ,$$

and the translation drops the last term.

**Q:** If so much of the wave function is discarded, why start from a multiconfigurational one?

**A:** Because it can supply better $T$, $\rho$ and $\Pi$. Consider a singlet pair in two orthonormal orbitals $a$ and $b$ on distant fragments, with spatial function $[a(\mathbf r)b(\mathbf r')+b(\mathbf r)a(\mathbf r')]/\sqrt2$. Its on-top density is $2|a|^2|b|^2$, which tends to zero as $|a|^2$ and $|b|^2$ cease to overlap in space. With $\rho=|a|^2+|b|^2$ this gives $R=8|a|^2|b|^2/(|a|^2+|b|^2)^2$. Where $|a|=|b|$, between the fragments, $R=2$ at every distance, but that region holds a vanishing share of the density. On each fragment one orbital dominates the other, and there $R\to0$ and $\zeta\to1$: each fragment is treated as fully spin-polarized, although the total state is a singlet. A closed-shell determinant would force $R=1$ at every distance. Static correlation has entered through the ingredients, not through a retained CASSCF repulsion energy.

**Q:** Show me a real case in which only $\Pi$ changes.

**A:** Take the oxygen atom with two singly occupied $2p$ orbitals $a$ and $b$, and closed shells of total density $2c$. Form the triplet and the open-shell singlet from the same orbitals. Both have occupations 2, 2, 2, 1, 1 and no off-diagonal density-matrix elements, so $T$, $\rho$ and $J$ coincide.

For the on-top density, closed shells alone give $c^2$. Each open electron meets the opposite-spin closed-shell density $c$, giving $c(|a|^2+|b|^2)$. The open pair adds nothing in the triplet, whose spatial function is antisymmetric, and $2|a|^2|b|^2$ in the singlet. Thus

$$\Pi_{\rm triplet}=c^2+c(|a|^2+|b|^2),\qquad
\Pi_{\rm singlet}=\Pi_{\rm triplet}+2|a|^2|b|^2 .$$

In the wave-function energy, the open pair contributes its direct repulsion plus the exchange integral $K_{ab}$ in the singlet, and minus $K_{ab}$ in the triplet. That gap is $2K_{ab}$. In MC-PDFT it is the difference of two $E_{\rm ot}$ values.

**Q:** And the numbers?

**A:** The calculation is nonrelativistic, in the cc-pVTZ basis, with eight electrons in the five orbitals $1s$, $2s$, $2p$. The orbitals are optimized for the triplet, whose CASSCF state is here one determinant. The singlet uses them unrelaxed, so it is a CASCI state. The functional is translated PBE, written tPBE. For the triplet, in hartree,

$$T+\int v\rho\,d\mathbf r+J=74.80863-178.07459+36.66632=-66.59964 .$$

Here is the rest of the account, also in hartree. The singlet integrand has a kink where $R=1$, so the singlet $E_{\rm ot}$ and tPBE entries carry a grid error of a few units in the last digit:

| | triplet | singlet |
|---|---:|---:|
| $W$, discarded | −8.2060 | −8.1223 |
| $E_{\rm ot}$, exchange part | −8.1536 | −8.0972 |
| $E_{\rm ot}$, correlation part | −0.2368 | −0.2443 |
| CAS energy | −74.8056 | −74.7219 |
| tPBE energy | −74.9901 | −74.9411 |

For the triplet, your picture would give $-74.80564-0.23684=-75.04248$ hartree. This is about $0.052$ hartree below the tPBE energy. The discrepancy is the exchange replacement, $-8.15362-(-8.20600)=+0.05238$ hartree. Thus $E_{\rm ot}-W=0.05238-0.23684=-0.18446$ hartree, not the correlation part alone. These digits belong to cc-pVTZ. In cc-pVQZ the total energies drop by $0.005$ to $0.006$ hartree, the exchange replacement becomes $+0.0515$ and $E_{\rm ot}-W$ becomes $-0.1851$ hartree, while the gaps below move by less than $0.01$ eV.

**Q:** What about the gap?

**A:** The wave-function gap is $2\times0.04187=0.0837$ hartree, or $2.28$ eV. With tPBE it is about $0.049$ hartree, or $1.3$ eV, for this real component of the singlet. The measured splitting is roughly 2 eV, so for this component discarding $W$ does not improve the gap. An additive correction would have kept the $2K_{ab}$ contribution and given about $2.07$ eV; MC-PDFT does not keep it.

The tPBE gap also depends on which degenerate component is chosen. Doubly occupy the complex orbital $(a+ib)/\sqrt2$ instead. This singlet has the same $T$, $\rho$ and $J$ and the same wave-function gap $2K_{ab}$, but it is a closed-shell determinant, so $R=1$ everywhere. Its tPBE energy is PBE at equal spin densities, $-74.9180$ hartree, and its gap is $0.072$ hartree, or $1.96$ eV. Two states with one CAS energy receive tPBE energies about $0.6$ eV apart, because their $\Pi$ differ.

There is a further loss. Put $A=|a|^2$ and $B=|b|^2$. Since $\rho=2c+A+B$, the singlet has

$$R-1=\frac{4\Pi_{\rm singlet}-\rho^2}{\rho^2}=\frac{8AB-(A+B)^2}{\rho^2}.$$

This is positive wherever $8AB>(A+B)^2$. About the axis of the doubly occupied $2p$ orbital, $a$ and $b$ vary as $\cos\phi$ and $\sin\phi$ with a common factor, so the condition reads $2\sin^22\phi>1$, which holds for half of the angles. The density is symmetric about that axis, so the region holds exactly half of the electrons; the 51% in the numerical output is grid error. There $\zeta$ is set to zero, so the amount by which $R$ exceeds one is ignored. This translation does not use even all of $\Pi$.

**Q:** Could I have obtained the triplet energy from ordinary spin densities?

**A:** With the local functional SVWN5, yes, for the determinant with $M_S=1$: both routes give $-74.5109$ hartree. With PBE, the ordinary functional gives $-74.9983$ hartree and tPBE lies $0.0082$ hartree higher, owing to the dropped $\nabla\zeta$ term.

The $M_S=0$ component of the same triplet has equal spin densities. Inserting them into PBE gives $-74.9180$ hartree, about $0.080$ hartree above the $M_S=1$ value, although the two components are degenerate without spin-dependent forces. The spin-summed $\Pi$ is the same for both, so tPBE gives them one energy.

**Q:** Did you also check the closed-shell reduction on oxygen?

**A:** Yes, on an excited closed-shell determinant with two doubly occupied $2p$ orbitals and the third empty, using its own Hartree-Fock orbitals. The Hartree-Fock energy is $-74.6842$ hartree. The tPBE energy and the separately evaluated Kohn-Sham PBE functional are both $-74.8921$ hartree. Their difference from Hartree-Fock is again more than correlation:

$$[-8.1030-(-8.1383)]-0.2431=-0.2078\ \text{hartree}.$$

Among pairs of canonical Hartree-Fock orbitals, the largest slope has magnitude $0.3369$ hartree per radian, both by finite differences of the tPBE energy and from $4F_{ia}$. The value depends on the virtual orbitals the basis provides; in cc-pVQZ it is $0.377$, and both energies drop by about $0.006$ hartree. What matters is that it is not zero, so this is the Kohn-Sham functional away from a self-consistent solution. The remaining values are in the numerical output below.

**Q:** Then what should I say when I report an MC-PDFT energy?

**A:** Say that the CASSCF state supplied the kinetic energy, density and on-top density, and name the functional that replaced the whole nonclassical repulsion. If you quote the difference from $E_{\rm CAS}$, call it $E_{\rm ot}-W$, not the dynamic correlation energy.

## Values computed for the example and the checks

```
RING, states {1,2} and {1,-2}
kinetic energy, each: 2.5000, 2.5000 hbar^2/(m a^2)
density, each: 0.3183, 0.3183 per radian
largest on-top density: 1.6e-34 rad^-2
repulsion: 0.6366, 0.9761 e^2/a
repulsion difference: 0.3395 e^2/a
OXYGEN, cc-pVTZ, 8 electrons in 5 orbitals
basis functions: 30; grid points: 28264
triplet T: 74.80863 hartree
triplet external energy: -178.07459 hartree
triplet J: 36.66632 hartree
triplet W, discarded: -8.20600 hartree
triplet CAS energy: -74.80564 hartree
triplet E_ot tPBE: -8.39046 hartree
triplet exchange part of E_ot: -8.15362 hartree
triplet correlation part of E_ot: -0.23684 hartree
triplet tPBE energy: -74.99011 hartree
triplet E_ot - W: -0.18446 hartree
triplet naive CAS + correlation: -75.04248 hartree
singlet T: 74.80863 hartree
singlet external energy: -178.07459 hartree
singlet J: 36.66632 hartree
singlet W, discarded: -8.12226 hartree
singlet CAS energy: -74.72190 hartree
singlet E_ot tPBE: -8.34150 hartree
singlet exchange part of E_ot: -8.09717 hartree
singlet correlation part of E_ot: -0.24432 hartree
singlet tPBE energy: -74.94114 hartree
singlet E_ot - W: -0.21924 hartree
singlet naive CAS + correlation: -74.96622 hartree
singlet share of electrons where R > 1: 51.3 percent
exchange integral K_ab: 0.04187 hartree
singlet-triplet gap CAS: 0.08374 hartree = 2.279 eV
singlet-triplet gap tPBE: 0.04897 hartree = 1.332 eV
singlet-triplet gap tSVWN5: 0.04776 hartree = 1.300 eV
triplet tSVWN5 energy: -74.51085 hartree
triplet KS SVWN5 energy, M_S=1: -74.51085 hartree
triplet KS PBE energy, M_S=1: -74.99828 hartree
triplet KS PBE energy, M_S=0 spin densities: -74.91804 hartree
tPBE minus KS PBE, M_S=1: 0.00817 hartree
OXYGEN, closed-shell excited determinant, RHF orbitals
Hartree-Fock energy: -74.68424 hartree
tPBE energy: -74.89207 hartree
KS PBE functional at same determinant: -74.89207 hartree
W, exact exchange here: -8.13833 hartree
PBE exchange: -8.10304 hartree
PBE correlation: -0.24312 hartree
orbital slope, finite difference: 0.33689 hartree/rad
orbital slope, 4 F_ia: 0.33689 hartree/rad
```
